# Why Massless Particles Side-Jump Under a Boost in Chiral Kinetic Theory

## A collision that seems to lose angular momentum

Two massless particles of helicity \(\lambda=\tfrac12\) meet head-on at the origin. They arrive along \(+x\) and \(-x\) with equal momentum magnitudes \(p\), and they leave along \(+z\) and \(-z\) with the same helicity. Units are \(\hbar=c=1\) until lengths are quoted. The spin of each particle is \(\lambda\hat{\mathbf p}\), so the two spins cancel before the collision and again after it. All four lines pass through the origin, so there is no orbital angular momentum either. The total is zero throughout.

Now give the whole system a velocity \(\beta=0.6\) along \(z\), for which \(\gamma=1/\sqrt{1-\beta^2}=1.25\). The incoming momenta become

\[
\mathbf p'=(\pm p,\,0,\,\gamma\beta p),\qquad |\mathbf p'|=\gamma p,\qquad
\hat{\mathbf p}'=(\pm 0.8,\,0,\,0.6).
\]

The incoming spins now add up to \(2\times\tfrac12\times0.6=0.6\) along \(z\). The outgoing particles still move along \(+z\) and \(-z\), with unequal energies but opposite directions, so their spins still add up to zero. If all four lines still met at one point, the collision would destroy \(0.6\,\hbar\) of angular momentum.

The missing piece must be orbital. The outgoing particles move along the boost axis, and rotation symmetry about that axis leaves them no sideways direction in which to be displaced. Let the incoming lines be displaced by \(+d\,\hat{\mathbf y}\) and \(-d\,\hat{\mathbf y}\) respectively. The contributions of the \(z\) momenta cancel between the two particles, and those of the \(x\) momenta add:

\[
d\,\hat{\mathbf y}\times p\,\hat{\mathbf x}+(-d\,\hat{\mathbf y})\times(-p\,\hat{\mathbf x})=-2dp\,\hat{\mathbf z}.
\]

The incoming total vanishes if \(2dp=0.6\), that is, \(d=0.3/p=\lambda\beta/p\). Since \(\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}\), this displacement is \(\lambda\,\boldsymbol\beta\times\mathbf p/p^2\). A collision that is local in one frame is not local in the other.

## The shift for any direction

The same displacement follows for a single free particle, without reference to collisions. Define its position \(\mathbf x\) in each frame as the centroid of its energy in that frame, and take a packet narrow in momentum whose only angular momentum about this centroid is the helicity. (A vortex packet with internal orbital angular momentum \(\ell\) along \(\mathbf p\) has \(\lambda+\ell\) in place of \(\lambda\) in the shift of its energy centroid.) Two conserved vectors are then

\[
\mathbf J=\mathbf x\times\mathbf p+\lambda\hat{\mathbf p},\qquad
\mathbf N=|\mathbf p|\,\mathbf x-t\,\mathbf p .
\]

Both are constant because \(\dot{\mathbf x}=\hat{\mathbf p}\). No spin term appears in \(\mathbf N\), because \(\mathbf N\) is the first moment of the energy density minus \(t\) times the momentum, and the centroid was defined by that moment.

With metric \((+,-,-,-)\), the two vectors are the components of one antisymmetric tensor,

\[
J^{\mu\nu}=x^\mu p^\nu-x^\nu p^\mu+S^{\mu\nu},\qquad J^{i0}=N_i,\qquad J^{ij}=\epsilon_{ijk}J_k,
\]

with \(S^{i0}=0\) and \(S^{ij}=\lambda\epsilon_{ijk}\hat p_k\) in the frame used. The condition \(S^{i0}=0\) belongs to a frame, and a boost preserves it only when directed parallel or antiparallel to \(\mathbf p\).

Take an active boost along \(z\): the particle gains velocity \(\boldsymbol\beta\), and \(\Lambda^0{}_0=\Lambda^z{}_z=\gamma\), \(\Lambda^0{}_z=\Lambda^z{}_0=\gamma\beta\). From \(J'=\Lambda J\Lambda^{T}\),

\[
\begin{aligned}
N'_x&=\gamma J^{x0}+\gamma\beta J^{xz}=\gamma(N_x-\beta J_y),\\
N'_y&=\gamma J^{y0}+\gamma\beta J^{yz}=\gamma(N_y+\beta J_x),\\
N'_z&=\gamma^2J^{z0}+\gamma^2\beta^2J^{0z}=\gamma^2(1-\beta^2)N_z=N_z .
\end{aligned}
\]

The first two lines say \(\mathbf N'_\perp=\gamma(\mathbf N_\perp+\boldsymbol\beta\times\mathbf J)\). Let the old line be \(\mathbf x=\hat{\mathbf p}t\), so that \(\mathbf N=0\) and \(\mathbf J=\lambda\hat{\mathbf p}\). Then \(\mathbf N'=\gamma\lambda\,\boldsymbol\beta\times\hat{\mathbf p}\), while the new energy is \(|\mathbf p'|=\gamma|\mathbf p|(1+\boldsymbol\beta\cdot\hat{\mathbf p})\). At \(t'=0\) the centroid sits at \(\mathbf N'/|\mathbf p'|\):

\[
\boxed{\;\boldsymbol\Delta=\frac{\lambda\,\boldsymbol\beta\times\mathbf p}{\mathbf p^2\,(1+\boldsymbol\beta\cdot\hat{\mathbf p})}\;}
\]

The Lorentz image of the old line passes through the origin at \(t'=0\), because the boost leaves that event fixed. Both lines have direction \(\hat{\mathbf p}'\), so \(\boldsymbol\Delta\) is the displacement between them. The vector \(\mathbf p'\) lies in the plane of \(\mathbf p\) and \(\boldsymbol\beta\), so \(\boldsymbol\Delta\) is perpendicular to it. The displacement therefore cannot be removed by sliding the particle along its line, as a change of clock would do. For an observer who moves with velocity \(\boldsymbol\beta\) past an unboosted particle, \(\boldsymbol\beta\) is replaced by \(-\boldsymbol\beta\).

The expression \(\lambda\,\boldsymbol\beta\times\mathbf p/p^2\) is the first order in \(\beta\), and it holds at finite \(\beta\) when the boost is perpendicular to \(\mathbf p\). A boost along \(\mathbf p\) gives no shift. If \(\theta\) is the angle between \(\mathbf p\) and \(\boldsymbol\beta\), then for \(\beta\to1\)

\[
|\boldsymbol\Delta|\to\frac{|\lambda|}{|\mathbf p|}\,\frac{\sin\theta}{1+\cos\theta}=\frac{|\lambda|}{|\mathbf p|}\tan\frac{\theta}{2}.
\]

For helicities of order one this does not exceed the order of the original wavelength unless the boost nearly opposes the motion.

## Where the displacement comes from

A rotating cloud of small, freely moving spinless pieces shows the mechanism. Each piece has a constant energy moment, namely its energy times its position minus \(t\) times its momentum. A piece at \(\mathbf x\) at time zero has momentum \(\mathbf k\) and energy \(\varepsilon\). To first order in \(\boldsymbol\beta\), its energy becomes \(\varepsilon+\boldsymbol\beta\cdot\mathbf k\), and the event \((0,\mathbf x)\) is assigned the time \(t'=\boldsymbol\beta\cdot\mathbf x\) at unchanged position. Its contribution to the energy moment becomes

\[
\varepsilon\mathbf x+(\boldsymbol\beta\cdot\mathbf k)\,\mathbf x-(\boldsymbol\beta\cdot\mathbf x)\,\mathbf k
=\varepsilon\mathbf x+\boldsymbol\beta\times(\mathbf x\times\mathbf k).
\]

Summing over pieces, with the old centroid at the origin, gives \(\boldsymbol\beta\times\mathbf J\). The second term on the left says that the side whose internal motion runs along the boost gains energy and pulls the centroid towards itself. The third is the change of simultaneity. Helicity enters the boost through the same tensor, although a Weyl particle has no such pieces.

## Could a better position avoid it?

One might hope to define position differently, so that its line is carried into its Lorentz image. Suppose such a position exists and that, as in a kinetic theory with variables \((\mathbf x,\mathbf p)\), the remaining spin tensor depends on \(\mathbf p\) alone, by the same rule in every frame. Since \(J^{\mu\nu}\) and \(x^\mu p^\nu-x^\nu p^\mu\) are then both tensors, so is their difference:

\[
S(\Lambda p)=\Lambda S(p)\Lambda^{T}.
\]

Choose transformations that leave \(p\) unchanged. They must leave \(S(p)\) unchanged too. Let \(p\) be proportional to \(k=(1,0,0,1)\), and let \(l=(1,0,0,-1)\), with \(e_1,e_2\) the unit vectors along \(x\) and \(y\). Write \(a\wedge b\) for \(a^\mu b^\nu-a^\nu b^\mu\). Invariance under rotations about \(z\) restricts the tensor to

\[
S=a\,k\wedge l+b\,e_1\wedge e_2 .
\]

Another transformation that preserves \(k\) is, for small \(\alpha\),

\[
\delta k=0,\qquad \delta e_1=\alpha k,\qquad \delta e_2=0,\qquad \delta l=2\alpha e_1 .
\]

It preserves all scalar products. For example, \(\delta(l\cdot e_1)=2\alpha\,e_1\cdot e_1+\alpha\,l\cdot k=-2\alpha+2\alpha=0\). The tensor changes by

\[
\delta S=2\alpha a\,k\wedge e_1+\alpha b\,k\wedge e_2 .
\]

These two terms are independent, so \(a=b=0\) and \(S=0\). Then \(\mathbf J=\mathbf x\times\mathbf p\) has no component along \(\mathbf p\), which contradicts \(\mathbf J\cdot\hat{\mathbf p}=\lambda\neq0\).

Position and momentum alone therefore cannot describe a massless particle with helicity by a covariant line. One can let \(S\) depend on an additional frame vector, but changing that vector then produces the same displacement. A massive particle escapes the argument because its spin is an independent variable on which \(S\) may depend.

## A Weyl packet boosted directly

The centroid can also be found from a wave function. A Weyl particle of chirality \(\chi=\pm1\) has \(H=\chi\,\boldsymbol\sigma\cdot\mathbf p\), and its positive-energy states have \(\lambda=\chi/2\). The field transforms as \(\Psi'(x')=\mathcal S\,\Psi(x)\), with

\[
\mathcal S=\exp\!\left(\tfrac12\chi\eta\,\boldsymbol\sigma\cdot\hat{\boldsymbol\beta}\right),\qquad \tanh\eta=\beta .
\]

Expand \(\Psi\) in plane waves with amplitudes \(\psi(\mathbf p)\). The phase \(p\cdot x\) is invariant, and so is \(d^3p/|\mathbf p|\), hence \(d^3p=(|\mathbf p|/|\mathbf p'|)\,d^3p'\) and

\[
\psi'(\mathbf p')=\frac{|\mathbf p|}{|\mathbf p'|}\,\mathcal S\,\psi(\mathbf p).
\]

The charge centroid at \(t'=0\) is the expectation value of \(i\nabla_{\mathbf p'}\) in this state. The charge and energy centroids differ by the correlation between energy and position across the packet. For the narrow Gaussian packets used here, whose scalar amplitude before the boost has a phase linear in momentum, this difference is quadratic in the relative momentum width.

Take \(c|\mathbf p|=1\) MeV, with \(\mathbf p\) along \(x\) and \(\beta=0.6\) along \(z\). The length unit is \(\hbar/|\mathbf p|=197.327\) fm, so

\[
\Delta_y=\tfrac12\times0.6\times197.327\ \text{fm}=59.2\ \text{fm}.
\]

In units of \(\hbar/|\mathbf p|\) the prediction is \(0.30000\). The boosted Gaussian packet of positive chirality has its centroid at \(0.29969\) for a relative momentum width of \(0.04\), and at \(0.29992\) for a width of \(0.02\). Halving the width reduces the deficit by a factor of about four, as a quadratic correction should. Negative chirality gives the same values with the opposite sign. The spinors multiplying the scalar amplitude are chosen with a real first component for positive chirality and a real second component for negative chirality. The linear phase of the scalar amplitude is chosen so that the packet is centred on the origin at \(t=0\) before the boost; with a real amplitude, the positive-chirality packet with \(\mathbf p\) along \(x\) would start at \(-0.5\) along \(y\). Another smooth choice of the spinor phases can change the size and sign of the quadratic correction, but not the limit of zero width, provided the packet is again centred before the boost.

For \(\mathbf p\) at \(60^\circ\) to the boost, the first-order expression gives \(0.3\sin60^\circ=0.2598\). The finite formula divides this by \(1+0.6\cos60^\circ=1.3\) and gives \(0.1999\). The packet of width \(0.02\) gives \(0.1998\), so the first-order value is 30% above the finite one here.

The shift is small compared with the packet itself. A Gaussian of relative momentum width \(0.02\) has a spatial width of \(1/(2\times0.02)=25\) in units of \(\hbar/|\mathbf p|\) before the boost. What moves by \(0.3\) is the mean of a broad distribution.

## The current of a gas

Let \(f(x,\mathbf p)\) be the density of Weyl particles in phase space, with constant factors absorbed in its normalization. Its spatial variation comes from interference between neighbouring momenta \(\mathbf p_1=\mathbf p-\mathbf q/2\) and \(\mathbf p_2=\mathbf p+\mathbf q/2\), which carries the factor \(e^{i\mathbf q\cdot\mathbf x}\). With directions \(\mathbf n_a=\hat{\mathbf p}_a\) and projectors \(P_a=\tfrac12(1+\chi\,\boldsymbol\sigma\cdot\mathbf n_a)\),

\[
P_2P_1=\tfrac14\left[1+\mathbf n_1\cdot\mathbf n_2+\chi\,\boldsymbol\sigma\cdot(\mathbf n_1+\mathbf n_2)+i\boldsymbol\sigma\cdot(\mathbf n_2\times\mathbf n_1)\right].
\]

The current operator is \(\chi\boldsymbol\sigma\). Its matrix element divided by that of the density is

\[
\frac{u_1^\dagger\chi\boldsymbol\sigma u_2}{u_1^\dagger u_2}
=\frac{\chi\,\mathrm{Tr}(\boldsymbol\sigma P_2P_1)}{\mathrm{Tr}(P_2P_1)}
=\frac{\mathbf n_1+\mathbf n_2+i\chi\,\mathbf n_2\times\mathbf n_1}{1+\mathbf n_1\cdot\mathbf n_2}.
\]

To first order in \(\mathbf q\), the sum of directions is \(2\hat{\mathbf p}\), the denominator is 2, and \(\mathbf n_2\times\mathbf n_1=\mathbf q\times\hat{\mathbf p}/|\mathbf p|\). The ratio is therefore \(\hat{\mathbf p}+i\lambda\,\mathbf q\times\hat{\mathbf p}/|\mathbf p|\). Replacing \(i\mathbf q\) by \(\nabla\) gives

\[
\mathbf j=\int d^3p\left[\hat{\mathbf p}f+\frac{\lambda}{|\mathbf p|}\nabla f\times\hat{\mathbf p}\right],
\qquad
j^\mu=\int\frac{d^3p}{|\mathbf p|}\left[p^\mu f+S^{\mu\nu}\partial_\nu f\right].
\]

The second form includes the density, because \(S^{0\nu}=0\). The extra term is the curl of the magnetization \(\mathbf M=\lambda\int d^3p\,\hat{\mathbf p}f/|\mathbf p|\).

To boost this current we need the transformed spin tensor. With \(\Delta^\mu=(0,\boldsymbol\Delta)\) and \(S'\) built from \(\hat{\mathbf p}'\), it is

\[
\Lambda S\Lambda^{T}=S'+\Delta\wedge p' .
\]

The \(i0\) components agree, since \(\mathbf N'=|\mathbf p'|\boldsymbol\Delta\). The \(ij\) components require \(\mathbf J'=\boldsymbol\Delta\times\mathbf p'+\lambda\hat{\mathbf p}'\). In the old frame \(S^{\mu\nu}p_\nu=0\), and this is a covariant statement. In the new frame its spatial part reads \(|\mathbf p'|\mathbf N'=\mathbf p'\times\mathbf J'\), so the part of \(\mathbf J'\) perpendicular to \(\mathbf p'\) is \(-\mathbf p'\times\mathbf N'/|\mathbf p'|=\boldsymbol\Delta\times\mathbf p'\). For the parallel part, the boost along \(z\) gives \(\mathbf J'=\lambda(\gamma\hat{\mathbf p}_\perp+\hat{\mathbf p}_\parallel)\) when \(\mathbf N=0\), and hence

\[
\mathbf J'\cdot\mathbf p'=\gamma\lambda\left(\hat{\mathbf p}\cdot\mathbf p+\boldsymbol\beta\cdot\mathbf p\right)=\lambda|\mathbf p'| .
\]

Since \(d^3p/|\mathbf p|\) is invariant, it is enough to transform the bracket in \(j^\mu\). Writing \(C=p^\mu\partial_\mu f\),

\[
\Lambda(pf+S\partial f)^\mu
=p'^\mu\left(f-\boldsymbol\Delta\cdot\nabla'f\right)+S'^{\mu\nu}\partial'_\nu f+\Delta^\mu C .
\]

For free streaming \(C=0\), and the right-hand side has the original form, to first order in gradients, if

\[
f'(x',\mathbf p')=f-\boldsymbol\Delta\cdot\nabla'f .
\]

Here \(f\) on the right is taken at the old coordinates of the same event. This is \(f\) carried along by \(+\boldsymbol\Delta\), the displacement found for one particle. The spinors confirm it separately: for a Fourier component with boosted wavevector \(\mathbf q'\), the shift predicts the phase \(-\mathbf q'\cdot\boldsymbol\Delta\) in the transformed density. In the case computed, spinors and formula both give \(\pm7.94\times10^{-6}\) rad for the two chiralities.

The change in density has a familiar reading. Because \(d^3p'=\gamma(1+\boldsymbol\beta\cdot\hat{\mathbf p})\,d^3p\), the denominator of \(\boldsymbol\Delta\) cancels, and

\[
\delta n'=-\int d^3p'\,\boldsymbol\Delta\cdot\nabla'f=-\nabla'\cdot(\gamma\boldsymbol\beta\times\mathbf M).
\]

This is the charge density of a polarization \(\gamma\boldsymbol\beta\times\mathbf M\), which a magnetized body acquires when set in motion. A uniform gas shows no such change.

The need for the shift has a limited scope. The collisionless equation \(p^\mu\partial_\mu f=0\) keeps its form even if \(f\) is treated as a scalar, because \(\boldsymbol\Delta\) depends on momentum alone and \(\boldsymbol\Delta\cdot\nabla'f\) solves the same equation. What fails without the shift is the four-vector character of the current, together with the account of angular momentum.

## Collisions again

When \(C\neq0\), the term \(\Delta^\mu C\) remains. Suppose collisions are local in the old frame, so that the current there has no jump term. This suits pairs of equal helicity whose centre-of-momentum frame is the old frame; for other pairs it would in general violate the conservation of angular momentum. A pair of opposite helicities has total spin \(2\lambda\hat{\mathbf p}\) in its centre-of-momentum frame, so its deflection cannot be local even there. Since \(C/|\mathbf p|\) is the rate at which collisions add particles of momentum \(\mathbf p\), and each particle is added or removed at a point displaced by its own \(\boldsymbol\Delta\), the new frame in general contains a current made of jumps. This is the side jump of the collision term. In the opening example the two incoming displacements are opposite and the outgoing ones are zero, so the net jump current vanishes.

The opening example now closes without an assumed displacement. In the centre-of-momentum frame, \(\mathbf N=\mathbf J=0\) before the collision. Afterwards, \(\mathbf N=0\) requires opposite offsets \(\pm\mathbf b\) for the outgoing momenta \(\pm\mathbf k\), and \(\mathbf J=0\) requires \(2\mathbf b\times\mathbf k=0\). The outgoing lines therefore pass through the origin, with at most a time delay. After the boost, the incoming lines are displaced by \(\pm0.3\,\hbar/|\mathbf p|\) along \(y\) and the outgoing ones not at all. The incoming orbital sum is \(-0.6\,\hbar\), the incoming spin sum is \(+0.6\,\hbar\), and both outgoing sums vanish. At 1 MeV per particle in the original frame, the incoming lines are \(0.6\times197.327=118.4\) fm apart.

For other scattering angles, the angular momentum lost by forcing all lines through one point is \(\lambda\left(\sum\hat{\mathbf p}'_{\rm in}-\sum\hat{\mathbf p}'_{\rm out}\right)\). It vanishes in the centre-of-momentum frame, where a head-on collision of this kind needs no jump.

These results hold for free motion between collisions. The formula for \(\boldsymbol\Delta\) applies to any helicity, whereas the current was derived for Weyl particles and to first order in gradients. External fields, which also act on the momentum, are not included. The packet centroids, phases and collision sums are listed in the numerical output.

## Calculated quantities

```
input: helicity 0.5 hbar, c|p| = 1.0 MeV, beta = 0.6 along z
length unit hbar/|p| = 197.327 fm
p along x: boosted energy = 1.2500 MeV
p along x: shift along y = 0.30000 hbar/|p|
p along x: shift along y = 59.198 fm
p at 60 deg to beta: finite shift along y = 0.19985 hbar/|p|
p at 60 deg: first-order shift along y = 0.25981 hbar/|p|
Weyl packet centroid along y after boost, in hbar/|p|
  angle 90 deg, chirality +1, relative width 0.04: +0.299692
  angle 90 deg, chirality +1, relative width 0.02: +0.299923
  angle 90 deg, chirality -1, relative width 0.04: -0.299692
  angle 90 deg, chirality -1, relative width 0.02: -0.299923
  angle 60 deg, chirality +1, relative width 0.04: +0.199730
  angle 60 deg, chirality +1, relative width 0.02: +0.199822
  angle 60 deg, chirality -1, relative width 0.04: -0.199730
  angle 60 deg, chirality -1, relative width 0.02: -0.199822
dimension of little group of a null momentum: 3
invariant antisymmetric tensors: 0
phase of boosted density, chirality +1: spinors +7.940475e-06 rad, -q.Delta +7.940475e-06 rad
phase of boosted density, chirality -1: spinors -7.940475e-06 rad, -q.Delta -7.940475e-06 rad
current mismatch without shift of f: 1.148e-02 (model units)
current mismatch with shift of f: 5.0e-16 (model units)
collision, in along +-x, out along +-z, after boost:
  separation of incoming lines = 0.6000 hbar/|p|
  separation of incoming lines = 118.396 fm
  incoming orbital sum along z = -0.6000 hbar
  incoming spin sum along z = +0.6000 hbar
  outgoing orbital sum along z = +0.0000 hbar
  outgoing spin sum along z = +0.0000 hbar
  angular momentum lost without jump = 0.6000 hbar
```
